# Zero-point motion and silicon's indirect gap at absolute zero

**The argument under review**

The manuscript compares a band-structure calculation for silicon, made with nuclei fixed at their lattice sites, with the gap measured near absolute zero. It reasons as follows. The gap falls on heating because the nuclei vibrate. The fall is proportional to phonon occupation numbers, and these vanish at $T=0$. The low-temperature gap is therefore the static-lattice gap, and the two may be compared without correction.

The first two statements are acceptable at leading order. The conclusion does not follow: vanishing occupation removes the thermal part of the motion and leaves the zero-point part. The comments below establish the correct relation, find the size of the omitted term from two kinds of data, and trace its effect on the manuscript's spectra and carrier densities.

**1. What the occupation numbers measure**

Let $E_s$ be the gap with every nucleus at its equilibrium site. Take equal masses $M$, fixed volume and harmonic phonons, and write the displacements as orthonormal mode vectors times coordinates $Q_\nu$. To second order,

$$E_g(Q)=E_s+\sum_\nu E'_\nu Q_\nu+\tfrac12\sum_{\nu\nu'}E''_{\nu\nu'}Q_\nu Q_{\nu'} .$$

In a harmonic thermal state $\langle Q_\nu\rangle=0$, and different modes are uncorrelated. Only the terms $\tfrac12E''_{\nu\nu}\langle Q_\nu^2\rangle$ survive. At a degenerate edge, such as silicon's valence-band top, $E''$ stands for the second-order shift averaged over the degenerate states.

Half of an oscillator's mean energy is potential energy, so

$$\tfrac12M\omega_\nu^2\langle Q_\nu^2\rangle=\tfrac12\hbar\omega_\nu\left(n_\nu+\tfrac12\right),\qquad n_\nu=\frac1{e^{\hbar\omega_\nu/kT}-1}.$$

Since $2n_\nu+1=\coth(\hbar\omega_\nu/2kT)$,

$$\langle Q_\nu^2\rangle=\frac{\hbar}{2M\omega_\nu}\coth\frac{\hbar\omega_\nu}{2kT}.$$

Define $a_\nu=-\hbar E''_{\nu\nu}/(4M\omega_\nu)$, which is positive when the mode lowers the gap. Then

$$E_g(T)=E_s-\sum_\nu a_\nu\coth\frac{\hbar\omega_\nu}{2kT}=E_s-Z-2\sum_\nu a_\nu n_\nu,\qquad Z=\sum_\nu a_\nu .$$

The manuscript's occupation numbers describe the last term, which is the fall measured from $E_g(0)=E_s-Z$ and not from $E_s$.

The argument would hold for classical nuclei. Equipartition gives them $\langle Q_\nu^2\rangle=kT/(M\omega_\nu^2)$, which vanishes at $T=0$. A molecular-dynamics average with classical nuclei therefore tends to $E_s$ on cooling and misses $Z$.

**2. Why motion about a symmetric site can shift a gap**

The manuscript also suggests that positive and negative displacements cancel. They cancel at first order only. A ring of $N$ sites ($N$ even) shows what remains.

Let the ring carry two uncoupled bands, each of the form $\varepsilon+2t\cos k$ with $t>0$. The conduction minimum lies at $k_0=\pi$ and the valence maximum at $k_0=0$, so the gap is indirect. Write $s=\cos k_0$, which is $-1$ for the conduction edge and $+1$ for the valence edge. The hopping between neighbours is $te^{-\beta d_j}$, with $d_j=u_{j+1}-u_j$, and it changes by $-\beta t\,d_j+\tfrac12\beta^2t\,d_j^2$.

The expectation value of this change in the edge state is $2s$ times its average over bonds. The linear part vanishes because $\sum_jd_j=0$ around the ring. With $u_q=N^{-1/2}\sum_ju_je^{-iqj}$, one has $d_q=(e^{iq}-1)u_q$ and $|d_q|^2=4\sin^2(q/2)|u_q|^2$. The quadratic part, called the Debye-Waller term, is

$$\Delta_{\rm DW}=\frac{s\beta^2t}{N}\sum_j\langle d_j^2\rangle=\frac{4s\beta^2t}{N}\sum_{q\ne0}\sin^2\frac q2\,\langle|u_q|^2\rangle .$$

The linear change also mixes the edge with other states of its band. Using $e^{\pm ik_0}=s$, the matrix element is

$$\langle k_0+q|\delta H|k_0\rangle=-\frac{s\beta t}{\sqrt N}(1+e^{-iq})\,d_q .$$

Since $|1+e^{-iq}|^2=4\cos^2(q/2)$, its mean square is $(16\beta^2t^2/N)\sin^2(q/2)\cos^2(q/2)\langle|u_q|^2\rangle$. The energy denominator is $2ts(1-\cos q)=4ts\sin^2(q/2)$. Because $1/s=s$, division gives the Fan term

$$\Delta_{\rm F}=\frac{4s\beta^2t}{N}\sum_{q\ne0}\cos^2\frac q2\,\langle|u_q|^2\rangle .$$

The sine and cosine factors add to one. Subtracting the valence shift ($s=+1$) from the conduction shift ($s=-1$) gives

$$\Delta E_g=-4(\beta_c^2t_c+\beta_v^2t_v)\frac1N\sum_{q\ne0}\langle|u_q|^2\rangle .$$

Both terms close the gap here. The sign is not general: coupling between valence and conduction states, absent from this ring, pushes the two edges apart.

For a numerical test, take 12 sites of mass 28 u, with $t_c=1.0$ eV, $\beta_c=0.8$ Å$^{-1}$, $t_v=1.5$ eV and $\beta_v=1.0$ Å$^{-1}$. Springs between neighbours and to fixed sites give $(\hbar\omega_q)^2=20^2+(60^2-20^2)\sin^2(q/2)$ in meV². At 0 K the Debye-Waller part is $-6.35$ meV and the Fan part $-8.13$ meV, together $-14.5$ meV. Diagonalizing 20,000 rings with displacements drawn from the quantum distribution gives $-14.6$ meV. At 300 K the formula gives $-24.3$ meV and the sampling $-24.5$ meV. The ring establishes the mechanism and does not determine silicon's $Z$.

**3. Isotopes reveal the term at low temperature**

At fixed force constants $\omega_\nu\propto M^{-1/2}$, while $E_s$ and $E''$ do not depend on mass. Hence $a_\nu\propto1/(M\omega_\nu)\propto M^{-1/2}$, and

$$E_g(0;M_2)-E_g(0;M_1)=Z(M_1)\left[1-\sqrt{M_1/M_2}\right].$$

If the manuscript were right, this difference would vanish. Silicon's gap in fact rises by roughly 2 meV from mass 28 to mass 30. With $\sqrt{28/30}=0.9661$,

$$Z\approx\frac{2.0\ \text{meV}}{1-0.9661}=59\ \text{meV}.$$

Inputs from 1.8 to 2.2 meV give 53 to 65 meV.

**4. The temperature dependence contains the same number**

For small $x$,

$$\coth x=\frac{1+x^2/2+\dots}{x(1+x^2/6+\dots)}=\frac1x+\frac x3+\dots,$$

with no constant term. With $x=\hbar\omega_\nu/2kT$, the gap at high temperature is

$$E_g(T)=E_s-2kT\sum_\nu\frac{a_\nu}{\hbar\omega_\nu}-\frac1{6kT}\sum_\nu a_\nu\hbar\omega_\nu+\dots$$

The straight asymptote, continued to $T=0$, meets the axis at $E_s$. The measured curve bends away from it and ends lower, by $Z$.

To use this, represent all modes by one effective oscillator with $y=\hbar\omega/kT$. Let $D$ be the drop from 0 to $T$, and $S$ the size of the asymptotic slope:

$$D=\frac{2Z}{e^y-1},\qquad S=\frac{2Zk}{\hbar\omega}=\frac{2Z}{yT}.$$

The second relation gives $Z=STy/2$, and dividing the first by $ST$ gives $D/(ST)=y/(e^y-1)$. Rough values for silicon are $D=45$ meV at 300 K and $S=0.30$ meV/K. Then $D/(ST)=45/90=0.50$, so $y\approx1.26$, the effective phonon energy is 32.5 meV, and $Z\approx45\times1.26\approx57$ meV. Slopes from 0.28 to 0.32 meV/K move the result from 48 to 65 meV.

The two estimates use different data but share the harmonic, second-order law. Together they support a lowering of roughly 60 meV. The isotope estimate is the firmer one, uncertain by several meV. The temperature estimate is uncertain by 10 meV or more, because the asymptotic slope is poorly fixed: standard empirical fits to silicon's gap have slopes near 0.35 meV/K at 600 K, and $S=0.35$ meV/K would give about 79 meV.

**5. A worked case in silicon's regime**

Take $E_s=1.230$ eV and two groups of modes: 20 meV phonons with $a=20$ meV, and 60 meV phonons with $a=40$ meV. These round values are chosen to give $Z=60$ meV, so they illustrate the law and are no further evidence for it. The gap is

$$E_g(0)=1.230-0.020-0.040=1.170\ \text{eV},$$

and it falls to 1.127 eV at 300 K and 1.049 eV at 600 K. The model follows silicon to a few meV at 300 K, but standard fits put the real gap near 1.03 eV at 600 K, so it should not be used for high-temperature devices.

Extrapolation from moderate temperatures needs care. A term $c/T$ in the gap adds $2c/T$ to the intercept of the tangent drawn at $T$. The tangent therefore misses $E_s$ by about $\sum_\nu a_\nu\hbar\omega_\nu/(3kT)$. At 600 K its intercept is 1.213 eV, still 17 meV below the static gap. The one-oscillator inversion of section 4, applied to this model's own drop and slope, returns 54 meV instead of 60 meV. Here the simplification underestimates $Z$ by about 10%.

**6. The phonon in the optical spectrum is a different correction**

The manuscript attributes any remaining 60 meV discrepancy to the phonon that supplies momentum in an indirect transition. The sizes are similar, but the quantities are distinct. With a phonon of roughly 58 meV and an exciton binding energy of roughly 15 meV, the model's edges at 0 K are

$$\text{absorption: }1.170-0.015+0.058=1.213\ \text{eV}\ (1022\ \text{nm}),$$
$$\text{emission: }1.170-0.015-0.058=1.097\ \text{eV}\ (1130\ \text{nm}).$$

These edges belong to the 58 meV phonon alone. In real silicon, phonons of lower energy also assist the transition, so weak absorption begins at a lower photon energy. For a given phonon, its energy enters with opposite signs and cancels from the midpoint, whereas $Z$ lowers both edges. If $Z$ were left out, emission would be predicted at 1072 nm, nearly 60 nm too short.

Creating a phonon carries weight $n+1$ and absorbing one carries weight $n$. At 300 K these are 1.12 and 0.12. At 0 K only creation remains, which is why absorption then starts above $E_g-E_x$, where $E_x$ is the exciton binding energy.

**7. Size of the neglected effects**

*Zero-point expansion.* Minimizing $\tfrac12BV\delta^2+E_{\rm zp}(1-\gamma\delta)$ over the volume strain $\delta$ gives $\delta=\gamma E_{\rm zp}/(BV)$. Rough values are $E_{\rm zp}=60$ meV per atom, $B=100$ GPa, $V=20$ Å$^3$ per atom and a gap change of 1.4 eV per unit of $\ln V$. With $\gamma=0.5$, the plain mode average that governs thermal expansion at high temperature and the value used in the output below, $\delta=0.0024$ and the gap rises by 3.4 meV. The $\gamma$ needed here, however, weights each mode by its frequency. It is dominated by the optical modes and is close to 1 in silicon, so $\delta\approx0.005$ and the gap rises by about 7 meV. This rise also scales as $M^{-1/2}$, so the isotope estimate of 59 meV is the net lowering; at fixed volume it becomes about 66 meV. Thermal expansion raises silicon's gap by roughly 1.0 meV between 0 and 300 K, and by roughly 0.017 meV/K at high temperature. Removing it from the temperature data gives $D=46$ meV and $S=0.317$ meV/K, and the inversion of section 4 then returns 62 meV instead of 57 meV. The two fixed-volume estimates, about 66 and 62 meV, agree within the input ranges. A calculation at the measured low-temperature lattice constant already contains the expansion and needs the fixed-volume correction.

*Phonon energy in the denominators.* At $T=0$ an edge state can mix with a state higher by $\Delta$ only by creating a phonon, so $1/\Delta$ becomes $1/(\Delta+\hbar\omega)$. For $\Delta=1$ eV and $\hbar\omega=60$ meV this mixing (Fan) contribution shrinks by the fraction $60/1060$, which is 3.4 meV for a contribution of 60 meV. The Debye-Waller term is an expectation value, has no such denominator and is unaffected. The Fan part need not equal $Z$, and states closer to the edge are affected more. If 60 meV phonons couple the edge equally to all states of a band a few eV wide, the reduction can be roughly two to five times larger, depending on the width and shape of the band. For acoustic phonons, whose energy falls towards long waves, it can be smaller. The value of 3.4 meV is therefore only an order of magnitude. In strongly polar crystals the adiabatic treatment of long waves can fail altogether.

**8. Consequences for silicon devices**

Silicon's gap is roughly 1.17 eV at low temperature and 1.12 eV at room temperature, so the model lies in the right regime. Suppose the static gap were used at 300 K with the densities of states held fixed. The gap would be 103 meV too large, and the intrinsic carrier density, proportional to $e^{-E_g/2kT}$, would be too small by a factor of 7.3. Zero-point motion alone accounts for a factor of 3.2. These factors assume lightly doped, unstrained material. Heavy doping can narrow the gap by tens of meV, comparable with $Z$, and must be treated separately.

**Required revision**

The calculated static gap should be lowered by roughly 60 meV before it is compared with the low-temperature measurement. A fixed-nuclei calculation that gives 1.17 eV does not confirm the method: with zero-point motion included, it predicts about 1.11 eV. The numerical output below lists the main computed values quoted in these comments.

## Calculated quantities

```
MODEL, round parameters in silicon's regime
static gap 1.230 eV
phonon energies 20, 60 meV
zero-point weights 20, 40 meV
zero-point lowering Z 60.0 meV
gap at 0 K: 1.1700 eV
gap at 300 K: 1.1270 eV
gap at 600 K: 1.0488 eV
drop from 0 to 300 K 43.0 meV
asymptotic slope size 0.2872 meV/K
tangent at 600 K, intercept 1.2126 eV
tangent at 3000 K misses static gap by 3.60 meV
  leading law for that miss 3.61 meV
isotope shift, mass 28 to 30: 2.03 meV
RING TEST, 12 sites, gap shifts
formula, 0 K -14.482 meV
  Debye-Waller part -6.352 meV
  second-order (Fan) part -8.131 meV
sampled, 0 K -14.595 meV
formula, 300 K -24.253 meV
sampled, 300 K -24.463 meV
shift ratio, mass 30 over 28: 0.9661
  square root of 28/30: 0.9661
SILICON, from rough observed inputs
isotope shift 28 to 30, input 2.0 meV
Z from isotopes 59.0 meV
  for inputs 1.8 to 2.2 meV: 53 to 65 meV
drop 0 to 300 K, input 45 meV
asymptotic slope, input 0.30 meV/K
Z from temperature 56.5 meV
  effective phonon energy 32.5 meV
  for slopes 0.28 to 0.32 meV/K: 48 to 65 meV
  corrected to fixed volume 62.3 meV
same inversion on model (true 60): 54.3 meV
NEGLECTED EFFECTS, rough sizes
nonadiabatic, 1 eV denominator 3.4 meV
zero-point volume strain 0.00240
  its gap shift, upward 3.4 meV
thermal expansion slope, upward 0.0168 meV/K
thermal expansion by 300 K, upward 1.0 meV
SPECTRA AND DEVICE, model gap
assisting phonon 58 meV, exciton 15 meV
phonon weights at 300 K: emit 1.119, absorb 0.119
0 K absorption edge 1.213 eV, 1022 nm
0 K emission line 1.097 eV, 1130 nm
emission if Z is forgotten 1072 nm
300 K carrier density, true/static gap 7.33
  factor from Z alone 3.19
```
